# Current step from one trapped electron in a small silicon Schottky contact

## Problem

A metal contact on n-type silicon is a square pillar of side 100 nm. The donor density is $N=10^{16}\ \mathrm{cm^{-3}}$, the barrier before image-force lowering is $\Phi=0.65$ eV, the forward bias is $V=0.10$ V and the temperature is 300 K. A neutral trap in the silicon, at depth $d=2$ nm below the metal, captures one electron and holds it.

(a) By how much does the laterally averaged barrier rise?

(b) By what fraction does the current fall at fixed bias?

(c) What changes if the trap lies deeper than the barrier maximum?

(d) How much does the answer depend on averaging the potential rather than the local current?

Take the relative permittivity of silicon as 11.7. Assume that no electric field crosses the side walls of the pillar and that electrons pass the barrier by thermionic emission.

## Solution

### The averaged potential of the trapped charge

Let $x$ be the depth below the metal, $q>0$ the elementary charge and $\delta U$ the change in an electron's potential energy. The trapped charge $-q$ sits at $\mathbf r_t$, so the potential change obeys $\nabla^2\delta\phi=(q/\varepsilon)\,\delta^3(\mathbf r-\mathbf r_t)$. Multiplication by $-q$ gives

$$\nabla^2\delta U=-\frac{q^2}{\varepsilon}\,\delta^3(\mathbf r-\mathbf r_t).$$

Now average over the cross-section $A$. The lateral second derivatives integrate to the normal derivative at the side walls, which is zero by assumption. What remains is

$$\frac{d^2\overline{\delta U}}{dx^2}=-\frac{q^2}{\varepsilon A}\,\delta(x-d).$$

The lateral position of the trap has dropped out.

At the metal $\overline{\delta U}(0)=0$. The other condition applies at the depletion edge $x=W$. There the total potential must keep its bulk value even if the edge moves by $\delta W$, so $\delta\phi(W)+\phi'(W)\,\delta W=0$ to first order. The unperturbed field vanishes at the edge, $\phi'(W)=0$, hence $\overline{\delta U}(W)=0$.

The solution is a straight line on each side of the trap, with slope $a$ for $x<d$ and $-b$ for $x>d$. Continuity at $d$ requires $ad=b(W-d)$, and the jump in slope requires $a+b=q^2/(\varepsilon A)$. Therefore

$$a=\frac{q^2}{\varepsilon A}\left(1-\frac dW\right),\qquad b=\frac{q^2}{\varepsilon A}\,\frac dW,$$

$$\overline{\delta U}(x)=\frac{q^2}{\varepsilon A}\begin{cases}x\,(1-d/W), & x<d,\\ d\,(1-x/W), & x>d.\end{cases}\tag{1}$$

Beyond the trap the shift falls linearly to zero at the depletion edge, so it is nearly constant only for $x\ll W$. The trapped charge and the charge it induces on the metal act on average as a dipole layer of thickness $d$.

### Where the barrier maximum lies

Which line of (1) applies depends on the position of the barrier maximum, and this depends on the field $F$ at the metal.

The Fermi level in the bulk lies $kT\ln(N_c/N)$ below the conduction band. With six valleys and masses 0.98 and 0.19 of the free-electron mass $m_0$, $N_c=12\,(2\pi m_dkT/h^2)^{3/2}$ with $m_d=(0.98\times0.19^2)^{1/3}m_0$. This gives $N_c=2.83\times10^{19}\ \mathrm{cm^{-3}}$ and a distance of 0.205 eV. The band bending is then $0.65-0.205-0.10=0.345$ eV, so $\psi=0.345$ V.

Let $p(x)$ be the potential drop from the bulk value. Donors and remaining electrons give

$$p''=\frac{qN}{\varepsilon}\left(1-e^{-qp/kT}\right).$$

Multiply by $p'$ and integrate from the bulk, where $p=p'=0$, to the metal, where $p=\psi$ and $|p'|=F$:

$$\frac{F^2}{2}=\frac{qN}{\varepsilon}\left[\psi-\frac{kT}{q}\left(1-e^{-q\psi/kT}\right)\right].$$

The exponential is about $e^{-13}$ and is dropped, so $F^2=(2qN/\varepsilon)(\psi-kT/q)$. A uniformly charged layer with this surface field has width $W=\varepsilon F/(qN)$.

For the numbers it is convenient to use

$$C\equiv\frac{q^2}{4\pi\varepsilon}=0.1231\ \text{eV nm},\qquad \frac{q^2}{\varepsilon}=4\pi C=1.547\ \text{eV nm}.$$

With $N=10^{-5}\ \mathrm{nm^{-3}}$ and $kT=0.02585$ eV,

$$qF=\sqrt{8\pi(0.1231)(10^{-5})(0.319)}=3.14\times10^{-3}\ \text{eV/nm},$$

which is a field of 31.4 kV/cm, and $W=3.14\times10^{-3}/(1.547\times10^{-5})=203$ nm.

A moving electron at depth $x$ is attracted by its own image at distance $2x$ with force $q^2/(16\pi\varepsilon x^2)$. Integrating this force from large $x$ gives the energy $-C/(4x)$. The unperturbed barrier, measured from the metal Fermi level, is

$$U_0(x)=\Phi-qFx\left(1-\frac{x}{2W}\right)-\frac{C}{4x}.\tag{2}$$

Close to the metal $x/(2W)$ is small. Without it, $U_0'=-qF+C/(4x^2)=0$ gives

$$x_m=\sqrt{\frac{C}{4qF}}=\sqrt{\frac{0.1231}{4(3.14\times10^{-3})}}=3.13\ \text{nm}.$$

At this point the two lowering terms are equal, and together they lower the barrier by $2qFx_m=19.7$ meV.

### (a) Rise of the averaged barrier

The trap at 2 nm lies between the metal and the maximum. Adding $\overline{\delta U}$ also displaces the maximum slightly. Since $U_0$ is stationary there, the displacement changes the height only in second order. To first order the barrier rises by

$$\Delta=\overline{\delta U}(x_m)=\frac{q^2d}{\varepsilon A}\left(1-\frac{x_m}{W}\right),\qquad d<x_m.\tag{3}$$

The leading factor is

$$\frac{q^2d}{\varepsilon A}=1.547\times\frac{2}{10^4}\ \text{eV}=0.309\ \text{meV}.$$

The depletion-edge factor is $1-3.13/203=0.985$, so $\Delta=0.305$ meV.

### (b) Fall of the current

Let $U_m$ be the height of the barrier maximum. An electron crosses if its energy $E_x$ of motion along $x$ exceeds $U_m$. For nondegenerate carriers the flux is an integral of velocity times the Boltzmann factor over momentum. Because $v_x\,dp_x=dE_x$,

$$\int_{U_m}^{\infty}e^{-(E_x-E_F)/kT}\,dE_x=kT\,e^{-(U_m-E_F)/kT}.$$

The Fermi level is $E_F=qV$ on the semiconductor side and $0$ in the metal. Both opposing flows have the same remaining prefactor, so

$$I\propto e^{-U_m/kT}\left(e^{qV/kT}-1\right).$$

At fixed bias, raising $U_m$ by $\Delta$ multiplies the whole net current by $e^{-\Delta/kT}$. The fractional decrease is

$$s=1-e^{-\Delta/kT}\simeq\frac{q^2d}{\varepsilon A\,kT}.\tag{4}$$

The simple form gives $0.309/25.85=1.20\,\%$. With the depletion edge and the exponential kept, $s=1.17\,\%$. **The averaged current step is about one percent.**

For $d<x_m$ and a small step, $s$ is proportional to $d$ and inversely proportional to $A$ and $T$. Applied at 358 K with $d$, $A$ and $\varepsilon$ held fixed, the simple form gives 1.00 %.

### (c) A trap beyond the maximum

For $d>x_m$ the first line of (1) applies. The trap weakens the field between itself and the metal by

$$g=\frac{q}{\varepsilon A}\left(1-\frac dW\right),$$

and the first-order rise is $qg\,x_m$. In the averaged potential, depth therefore stops helping: beyond the displaced maximum, slightly deeper than $x_m$ (3.2 to 3.3 nm here), the step no longer grows with $d$, but declines slowly through $1-d/W$. This need not hold for the local current of part (d). Close to a deep trap, the highest point of a path can lie near the trap rather than at $x_m$, and the blocked area can keep growing over several more nanometres of depth.

The second-order terms are worth keeping here, because $g$ is a few percent of $F$. Write $f=qF$, $\gamma=qg$ and $B=C/4$. The curvature $c=qF/W=q^2N/\varepsilon$ in (2) is fixed by the doping. To first order in $c$, the barrier lowering is

$$\Lambda(f)=2\sqrt{Bf}-\frac c2\,x_m^2=2\sqrt{Bf}-\frac{cB}{2f},$$

since $x_m^2=B/f$. The trap replaces $f$ by $f-\gamma$, and the barrier rises by $\Lambda(f)-\Lambda(f-\gamma)$. The two parts are

$$2\sqrt B\left(\sqrt f-\sqrt{f-\gamma}\right)\simeq2\sqrt{Bf}\left(\frac{\gamma}{2f}+\frac{\gamma^2}{8f^2}\right)=\gamma x_m\left(1+\frac{\gamma}{4f}\right),$$

$$\frac{cB}{2}\left(\frac1{f-\gamma}-\frac1f\right)\simeq\frac{cB\gamma}{2f^2}=\gamma x_m\,\frac{x_m}{2W}.$$

In the last step $B/f=x_m^2$ and $c/f=1/W$ were used. The sum is

$$\Delta=qg\,x_m\left(1+\frac{x_m}{2W}+\frac{g}{4F}\right),\qquad d>x_m.$$

For $d=6$ nm, $qg=1.547\times10^{-4}(1-6/203)=1.50\times10^{-4}$ eV/nm. The first-order rise is 0.470 meV. The corrections of 0.8 % and 1.2 % bring it to 0.479 meV, and (4) then gives a step of 1.84 %. This is three times the depth of the first trap but only about 1.6 times its step.

### (d) Averaging the local current

The potential of one charge is far from uniform across the contact. At lateral distance $\rho$ from the trap, the interaction with the trapped electron and its image, divided by $kT$, is

$$u=\ell\left(\frac1{r_1}-\frac1{r_2}\right),\qquad r_{1,2}=\sqrt{\rho^2+(x\mp d)^2},\qquad \ell=\frac{C}{kT}=4.76\ \text{nm}.$$

This form is for a wide metal plane and a distant depletion edge. Its integral over a plane is elementary, because $d r_i/d\rho=\rho/r_i$:

$$\int_0^\infty2\pi\rho\left(\frac1{r_1}-\frac1{r_2}\right)d\rho=2\pi\big[r_1-r_2\big]_0^\infty=2\pi\big(x+d-|x-d|\big)=4\pi\min(x,d).$$

This agrees with (1) for $W\to\infty$. The linear estimate thus amounts to a blocked area $4\pi\ell d=119.6\ \mathrm{nm^2}$ out of $10^4\ \mathrm{nm^2}$, which is again 1.20 %.

If each part of the contact carries its own classical current, the blocked area is instead

$$S=\int\left(1-e^{-u}\right)d^2\rho.$$

Since $1-e^{-u}<u$ for $u>0$, $S$ is smaller than the linear area. Directly behind the trap, at $x=x_m$,

$$u=4.76\left(\frac1{1.13}-\frac1{5.13}\right)=3.3,$$

so the current there is already almost stopped, and a still higher barrier could remove little more. Numerical integration on the plane $x=x_m$ gives $S=95.6\ \mathrm{nm^2}$, a step of 0.96 %. Taking instead the highest point of the barrier along each straight path normal to the contact gives 0.98 %.

These local figures treat the electron as a classical point. Its thermal length $\hbar/\sqrt{mkT}$ is a few nanometres for a mass of $0.26\,m_0$, comparable with the distances involved. They show the size of the saturation effect rather than a refined value. The estimate of about one percent survives either way of averaging.

### Other transport limits

In the field $F$ alone, the potential falls by $kT/q$ over 8.2 nm; near the maximum, where the image force opposes this field, it falls more slowly. Scattering there may therefore matter. In the opposite limit of pure diffusion with constant mobility, the current is proportional to $n\,dE_{Fn}/dx$, where $E_{Fn}$ is the local Fermi level and $n\propto e^{(E_{Fn}-U)/kT}$. Multiplying by $e^{U/kT}$ leaves the derivative of $e^{E_{Fn}/kT}$, up to a constant. Its integral is fixed by the bias, so

$$I\propto\left[\int_0^We^{U(x)/kT}\,dx\right]^{-1}.$$

Numerical integration with and without $\overline{\delta U}$ gives a step of 1.09 %. It is smaller than 1.17 % because the integral also weights depths where (1) lies below its value at $x_m$.

Tunnelling was sized with a semiclassical transmission $1/(1+e^{2K})$. Here $K$ is the integral of $\sqrt{2m(U-E)}/\hbar$ through the barrier, continued above the top as for a parabola, with $m=0.26\,m_0$. In this approximation the current rises by 2.4 % and the step is 1.16 %. Wave reflection at the steep metal side of the barrier is not included. It can lower the current substantially and also change the step: with the image potential cut off flat at 0.03 to 0.3 nm from the metal and the same mass on both sides, a full wave solution gives 0.5 to 0.9 of the classical current and a step of 1.04 to 1.18 %. The 2.4 % is itself a net figure, an 11 % gain from tunnelling below the top less a 9 % loss from reflection just above it. It depends on the mass, from about 3.4 % for $0.19\,m_0$ to 0.7 % for $0.98\,m_0$, while the step stays at 1.16 to 1.17 %.

| Case | Step (%) |
|---|---:|
| $d=2$ nm, simple formula | 1.20 |
| $d=2$ nm, with depletion edge | 1.17 |
| $d=2$ nm, local current on a plane | 0.96 |
| $d=2$ nm, diffusion limit | 1.09 |
| $d=2$ nm, with tunnelling | 1.16 |
| $d=2$ nm, simple formula, 358 K | 1.00 |
| $d=6$ nm, with depletion edge | 1.84 |

### Random donors and the real contact

The depletion region holds on average $NAW=20$ donors, so the uniform background charge is a strong idealization. For independently placed donors, the variance of the barrier energy at $x_m$ is $N$ times the volume integral of the squared energy due to one donor and its image. For a donor at depth $x'$, put $\alpha=|x_m-x'|$ and $\beta=x_m+x'$. Since $d\ln(r_1+r_2)/d\rho=\rho/(r_1r_2)$, the lateral integral is

$$\int_0^\infty2\pi\rho\left(\frac1{r_1}-\frac1{r_2}\right)^2d\rho=2\pi\ln\frac{(\alpha+\beta)^2}{4\alpha\beta}.$$

With $t=x'/x_m$, the logarithm is $-\ln(1-t^2)$ for $t<1$ and $-\ln(1-t^{-2})$ for $t>1$. Expanding both in series and integrating over $t$ gives

$$\sum_{k\ge1}\frac1k\left(\frac1{2k+1}+\frac1{2k-1}\right)=\sum_{k\ge1}\frac{4}{(2k-1)(2k+1)}=2.$$

The root-mean-square fluctuation is therefore

$$\delta U_{\rm rms}=C\sqrt{4\pi Nx_m}=0.1231\sqrt{4\pi(10^{-5})(3.13)}\ \text{eV}=2.44\ \text{meV},$$

or 9.4 % of $kT$. This is the value for an open half-space. The insulating walls of the pillar confine the field of the deeper donors and raise it to about 2.6 meV at the centre and 2.8 meV averaged over the cross-section. The local current density varies by roughly the same fraction. A trap under a well-conducting spot blocks more current than one under a poor spot, so the step varies with the arrangement of the donors. The trap acts over several nanometres, where the fluctuations partly average out. A tenth of the step, or 0.1 percentage point, is therefore a rough upper estimate of the typical scatter.

The barrier of 0.65 eV is a rough value for nickel silicide on n-type silicon. The doping is that of a lightly doped rectifying contact. Heavily doped ohmic contacts, where tunnelling carries the current, are outside this estimate. Real contacts also break the assumption of ideal side walls. If the square is merely a patch of a much wider metal, with the trap under its centre, 5.6 % of the laterally integrated shift at $x_m$ falls outside it when the depletion edge is taken as distant, and the simple estimate of 1.20 % decreases by that fraction. With the depletion edge included the loss is smaller, because the edge already removes part of the same distant tail. Variations of the metal-silicon interface itself are not included and could change the step further.

Whether the step can be seen depends on the current. With a rough Richardson constant of $110\ \mathrm{A\,cm^{-2}K^{-2}}$ the contact carries about 1.2 pA. In a time $t$ about $It/q$ electrons cross, with relative shot noise $(It/q)^{-1/2}$ if they cross independently. This equals the step when

$$t=\frac{q}{I s^2}=\frac{1.602\times10^{-19}}{(1.2\times10^{-12})(0.0117)^2}\ \text{s}\approx1\ \text{ms}.$$

The trap must hold its electron for longer than this, and amplifier noise lengthens the time needed. So close to the metal this is a severe condition: simple elastic tunnelling into an empty metal state would take roughly a microsecond or much less. A trap level a few tenths of an eV below the metal Fermi level, where the metal states are full, would keep its electron, but once empty it would refill within the same short tunnelling time, so the empty state would be too brief to count. Seeing the step requires both states to last longer than about a millisecond, which needs something that slows capture and emission alike, such as a strong lattice relaxation.

Numerical values quoted here were computed with a short program.
